# Why thick rectangular barriers collimate tunnelling electrons

**Q.** I drive a small current through a thin hafnia layer between two metals. Electrons reach the oxide from all directions, yet I am told that those which get through travel nearly along the normal. Does the barrier bend their paths?

**A.** No. If the layer is uniform in its plane, the in-plane wavevector \(\mathbf q\) is conserved. An electron that arrives with a given \(\mathbf q\) leaves with it, and between like metals at small bias it therefore keeps its direction too. The barrier selects: it transmits electrons of small \(q=|\mathbf q|\) far more readily than the others.

Take an electron of total energy \(E\), measured from the band bottom of the metal, and a rectangular barrier of thickness \(d\) whose top lies \(\varphi\) above \(E\). Let the mass \(m\) be isotropic and the same everywhere, let the two metals be alike, and let the bias be small. Define

\[
k^2=\frac{2mE}{\hbar^2},\qquad \kappa^2=\frac{2m\varphi}{\hbar^2}.
\]

In the metal, \(\hbar^2(k_z^2+q^2)/2m=E\). In the barrier the normal wavevector is imaginary, \(i\kappa_q\), so \(\hbar^2(-\kappa_q^2+q^2)/2m=-\varphi\). Therefore

\[
k_z^2=k^2-q^2,\qquad \kappa_q^2=\kappa^2+q^2 .
\]

At fixed total energy, sideways motion takes energy from the normal motion. The oblique electron meets an effectively higher barrier and decays faster.

**Q.** At fixed total energy, you say. Does that matter?

**A.** It is essential. Write \(E_z=E-\hbar^2q^2/2m\) for the normal energy and \(V=E+\varphi\) for the barrier top. Then \(k_z^2=2mE_z/\hbar^2\) and \(\kappa_q^2=2m(V-E_z)/\hbar^2\). With equal masses the transmission depends on \(E_z\) alone, so electrons compared at the same normal energy would show no preference for small \(q\). At low bias and low temperature, however, the current is carried near the Fermi level, which fixes the total energy.

**Q.** The change in decay constant looks small. Why should thickness make it important?

**A.** Because the decay constant is multiplied by \(d\) in an exponent. First we need the transmission. For a thick barrier, the wave reflected from the far face is negligible when it returns to the near face, so the two faces can be matched separately.

At the near face, \(z=0\), the metal holds \(e^{ik_zz}+re^{-ik_zz}\) and the barrier \(Ae^{-\kappa_qz}\). Continuity of the wave and its slope gives

\[
1+r=A,\qquad ik_z(1-r)=-\kappa_qA .
\]

Putting \(r=A-1\) into the second equation gives \(2ik_z=A(ik_z-\kappa_q)\), or \(A=2k_z/(k_z+i\kappa_q)\).

At the far face the arriving amplitude is \(a=Ae^{-\kappa_qd}\), the reflected one \(b\), the transmitted one \(t\):

\[
a+b=t,\qquad -\kappa_q(a-b)=ik_zt .
\]

Putting \(b=t-a\) gives \(t=2\kappa_qa/(\kappa_q-ik_z)\). The metals are alike, so \(T=|t|^2\), and since \(k_z^2+\kappa_q^2=k^2+\kappa^2\),

\[
T(q)=\frac{16\,k_z^2\kappa_q^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa_qd}.
\]

Now expand the exponent for \(q\ll\kappa\):

\[
2\kappa_qd=2\kappa d\sqrt{1+q^2/\kappa^2}\simeq 2\kappa d+\frac{d}{\kappa}\,q^2 .
\]

The first term suppresses all electrons equally. The second suppresses the oblique ones by \(e^{-q^2d/\kappa}\), with a strength proportional to thickness.

**Q.** How wide is the surviving beam?

**A.** We must first say how the electrons are supplied. Assume that all in-plane states with \(q<k\) are equally filled. There are \(d^2q/(2\pi)^2\) such modes per unit area. In each, the density of states in \(k_z\) times the normal velocity gives an incident rate

\[
\frac{dk_z}{2\pi}\,\frac1\hbar\frac{\partial E}{\partial k_z}=\frac{dE}{2\pi\hbar}
\]

per spin, the same for every mode. The current is therefore weighted by \(T(q)\,d^2q\). With \(w=q^2\), \(d^2q=2\pi q\,dq=\pi\,dw\). To leading order the prefactor of \(T\) is constant, and if \(k^2\gg\kappa/d\) the upper limit may be moved to infinity:

\[
\langle q^2\rangle=\frac{\int_0^\infty w\,e^{-wd/\kappa}dw}{\int_0^\infty e^{-wd/\kappa}dw}
=\frac{(\kappa/d)^2}{\kappa/d}=\frac{\kappa}{d}.
\]

This is the sum over both in-plane components; by symmetry each has \(\kappa/2d\). The corresponding transverse energy is

\[
\varepsilon_0=\frac{\hbar^2\kappa}{2md}=\frac{\varphi}{\kappa d}.
\]

**Q.** How thick is thick?

**A.** The next order tells us. Set \(x=\kappa d\), \(s=q^2d/\kappa\) and \(\rho=\kappa^2/k^2\), so that \(q^2/\kappa^2=s/x\) and \(q^2/k^2=\rho s/x\). Then

\[
2\kappa_qd=2x\sqrt{1+s/x}\simeq2x+s-\frac{s^2}{4x},
\]
\[
k_z^2\kappa_q^2=k^2\kappa^2\Big(1-\frac{\rho s}{x}\Big)\Big(1+\frac sx\Big)\simeq k^2\kappa^2\Big[1+\frac{(1-\rho)s}{x}\Big].
\]

The weight is thus \(e^{-s}\{1+[(1-\rho)s+s^2/4]/x\}\). Using \(\int_0^\infty s^ne^{-s}ds=n!\),

\[
\langle s\rangle\simeq\frac{1+[2(1-\rho)+3/2]/x}{1+[(1-\rho)+1/2]/x}\simeq1+\frac{2-\rho}{x},
\]

and hence

\[
\langle q^2\rangle\simeq\frac{\kappa}{d}\left[1+\frac{2-\kappa^2/k^2}{\kappa d}\right].
\]

The simple law is the limit in which both \(\kappa d\) and \(k^2d/\kappa\) are large, not an identity at finite thickness. In a very shallow electrode, with \(k^2\ll\kappa^2\), the correction is negative and approaches \(-\kappa/(k^2d)\), so a much thicker barrier is needed to reach the law.

**Q.** Put in numbers for my layer.

**A.** Take rough values for a hafnia tunnel layer: \(\varphi=2.0\) eV, \(m=0.2\) electron masses and \(d=3.0\) nm. Give the model metal the same mass and a Fermi energy of 5.0 eV. Then \(\kappa=3.240\) nm\(^{-1}\), \(k=5.123\) nm\(^{-1}\) and \(\kappa d=3.240\times3.0=9.72\). The law gives

\[
\frac{\kappa}{d}=\frac{3.240}{3.0}=1.080\ \text{nm}^{-2}.
\]

The supply is broad, since \(k^2d/\kappa=24.3\). With \(\rho=2.0/5.0=0.40\), the correction gives \(1.080\,(1+1.60/9.72)=1.258\) nm\(^{-2}\). Full matching at both faces, averaged numerically, gives 1.250 nm\(^{-2}\), 16 % above the simple law. At 48 nm the excess is 1.0 %, but such a layer serves only to show the limit.

For an angle, use the root-mean-square sine. The law gives \(\sqrt{1.080}/5.123=0.203\), or 11.7°; the full mean gives 12.6°. For the incident current, \(q^2\) is uniform between 0 and \(k^2\), so \(\langle q^2\rangle=k^2/2\) and the angle is 45°. The transverse energy is \(2.0/9.72=0.206\) eV by the law and 0.238 eV in full.

Collimation is costly. Doubling the thickness at fixed \(\kappa\) narrows the leading rms \(q\) by only \(\sqrt2\), while the exponent \(2\kappa d\) grows from 19.4 to 38.9.

**Q.** What if my electrode supplies only a small pocket of wavevectors?

**A.** Then the source may set the width. Let the pocket be centred on \(q=0\) and filled up to \(q=Q\), and put \(R=Q^2d/\kappa\). The same leading weight gives

\[
\frac{\langle q^2\rangle}{\kappa/d}=\frac{\int_0^Rse^{-s}ds}{\int_0^Re^{-s}ds}
=\frac{1-(1+R)e^{-R}}{1-e^{-R}}=1-\frac{R}{e^R-1}.
\]

For large \(R\) we recover \(\kappa/d\). For small \(R\), \(R/(e^R-1)\simeq1-R/2\), and \(\langle q^2\rangle\simeq Q^2/2\): the beam is as narrow as its source, and thickness has little to do with it. In the example, a cut at \(Q^2=\kappa/d\) lowers the full mean to 0.458 nm\(^{-2}\). These results describe a sharp cut in \(q\) with \(k_z\) nearly constant up to \(Q\). In a closed pocket \(k_z=\sqrt{Q^2-q^2}\) vanishes at the rim and \(T\) carries this factor once per such electrode. The small-\(R\) mean is then \(2Q^2/5\) for a pocket on one side and \(Q^2/3\) for pockets on both, and at \(Q^2=\kappa/d\) the means are 0.368 and 0.310 nm\(^{-2}\).

**Q.** My metal and oxide surely do not have equal masses.

**A.** Equal masses are sufficient for the law, but not necessary. If the barrier mass is isotropic, \(\kappa_q^2=\kappa^2+q^2\) holds whatever the electrode mass, with \(\kappa\) taken from the barrier mass. The leading exponent is unchanged; the interface factors are not. The size and even the sign of the change depend on the matching rule at the faces. Raising the electrode mass to 1.0 electron mass, with the Fermi energy and barrier fixed, raises the full mean by 5.0 % if the slope itself is continuous; with the slope divided by the mass continuous, the rule used for the numbers here, it lowers the full mean by 8.8 %.

Anisotropy inside the barrier does change the law. With normal mass \(m_z\) and in-plane mass \(m_t\),

\[
\frac{\hbar^2\kappa_q^2}{2m_z}=\varphi+\frac{\hbar^2q^2}{2m_t}
\quad\Rightarrow\quad
\kappa_q^2=\kappa^2+\frac{m_z}{m_t}q^2,
\]

where \(\kappa^2=2m_z\varphi/\hbar^2\). The quadratic term in the exponent is multiplied by \(m_z/m_t\), so the leading mean becomes \((m_t/m_z)\kappa/d\). A heavy in-plane mass makes sideways motion cheap in energy and weakens the selection. For \(m_t/m_z=1.5\) at fixed \(m_z\), the full mean rises by 50 %.

**Q.** And temperature, or a bias that tilts the barrier?

**A.** From \(\kappa^2=2m(V-E)/\hbar^2\), \(d(2\kappa d)/dE=-2md/(\hbar^2\kappa)=-1/\varepsilon_0\). Transmission therefore falls by a factor \(e\) when the energy drops by about \(\varepsilon_0\). If all lower energies contribute as well, the relevant spread changes \(\kappa\) by a fraction of order \(\varepsilon_0/2\varphi=1/(2\kappa d)\), so the leading law survives. Thermal spreading is weak while \(k_BT\ll\varepsilon_0\): at 358 K the mean changes by −0.3 %, and the conductance over the barrier top is less than \(10^{-21}\) of the tunnelling conductance in this model, a bound obtained by letting through every electron whose normal energy \(E_z\) lies above the top.

For a barrier that varies slowly with \(z\), the exponent is

\[
2\int_0^d\sqrt{\kappa(z)^2+q^2}\,dz\simeq2\int_0^d\kappa\,dz+q^2\int_0^d\frac{dz}{\kappa(z)},
\]

so the leading mean is \(1/\int_0^d dz/\kappa(z)\). At a fixed electron energy, a bias that lowers the exit side reduces \(\kappa\) there and lowers the mean \(q^2\). For electrons at the injecting Fermi level, with the entrance height fixed, a 0.1 V read bias changes the mean by −0.9 % and a 1.0 V write bias by −10 %.

The current, however, flows in the whole window from \(E_F-eV\) to \(E_F\), and the lower energies see a larger \(\kappa\). In a symmetric junction the mean of the whole current is even in the bias, so the linear change cancels. Averaged over the window at zero temperature, the mean changes by only −0.07 % at 0.1 V and by −5.8 % at 1.0 V.

**Q.** Would you trust 12.6° in a real hafnia device?

**A.** As a property of the model, yes; as a prediction for a device, no. The electrode of 0.2 electron masses is a convenience, and the angle depends strongly on it. With 1.0 electron mass and the same Fermi energy, the mean \(q^2\) changes little, but \(k\) rises to 11.5 nm\(^{-1}\) and the angle falls to 5.3°. Two-band dispersion, which replaces \(\varphi\) by \(\varphi(1-\varphi/E_g)\) with a rough gap \(E_g=5.7\) eV, lowers the mean, if the mass used in matching at the faces is left unchanged, by 15 %; image forces lower it by an amount that depends on the permittivity and on where the divergent potential is cut off at the faces (between 0.2 and 4.5 % for permittivity 4, more for a smaller one); with Simmons' potential, permittivity 4 and a cut at the band bottom of the metal, the change is less than 2 %. An internal field of 1.0 MV/cm, tilting the barrier about an unchanged mean height, has no visible effect. The write bias corresponds to 3.3 MV/cm, not far below the rough breakdown range of such films. The model also places the slowest decay at \(q=0\) by construction; in a crystalline oxide the complex band structure and the symmetry of the states decide where it lies, and the beam centres there. Roughness and grain boundaries break conservation of \(\mathbf q\), and I have not sized them. Defects are left out too, but their effect can be estimated.

**Q.** How would a defect alter the beam?

**A.** Consider a point-like trap at mid-barrier, with its level at \(E\). Its bound state is \(\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r\). On a plane at distance \(d/2\), the in-plane Fourier transform of \(e^{-\kappa r}/r\) is \(2\pi e^{-\kappa_qd/2}/\kappa_q\). The face multiplies this by \(2\kappa_q/(\kappa_q-ik_z)\), as before, and the flux carries \(\hbar k_z/m\). The level width for escape into one electrode is then

\[
\Gamma_1=\hbar\int\!\frac{d^2q}{(2\pi)^2}\,\frac{\hbar k_z}{m}\,\frac{\kappa}{2\pi}\,\frac{16\pi^2}{k^2+\kappa^2}\,e^{-\kappa_qd}.
\]

Here \(\kappa_qd\simeq\kappa d+q^2d/2\kappa\), so the leading mean is \(2\kappa/d\). The electron forgets its arrival direction and is filtered by only half the barrier. The numerical average is 2.43 nm\(^{-2}\), 94 % above direct tunnelling.

Setting \(k_z\simeq k\), \(\int d^2q\,e^{-q^2d/2\kappa}=2\pi\kappa/d\) and \(\hbar^2/m=2\varphi/\kappa^2\) gives

\[
\Gamma_1\simeq\frac{8\varphi k\,e^{-\kappa d}}{d(k^2+\kappa^2)}\approx4.5\times10^{-5}\ \text{eV};
\]

the full integral gives \(4.7\times10^{-5}\) eV. A symmetric resonance at \(E_0\) transmits \(\Gamma_1^2/[(E-E_0)^2+\Gamma_1^2]\), whose energy integral is \(\pi\Gamma_1\). If there are \(N\) such levels per area and energy, they match direct tunnelling when

\[
N\pi\Gamma_1=\int T\,\frac{d^2q}{(2\pi)^2}\simeq\frac{T(0)}{4\pi}\frac{\kappa}{d}.
\]

With \(T(0)=1.18\times10^{-8}\), this estimate gives \(7\times10^8\) cm\(^{-2}\)eV\(^{-1}\); the full integrals give \(7.7\times10^8\). This counts levels at mid-barrier only. If the levels are spread evenly in depth, only a slab about 0.44 nm thick is active, the match needs about \(1.7\times10^{16}\) cm\(^{-3}\)eV\(^{-1}\) (\(5\times10^9\) cm\(^{-2}\)eV\(^{-1}\) over the film), and the trap mean is 2.48 nm\(^{-2}\). Charging and inelastic processes are left out. At that density the traps carry as much current as direct tunnelling, and the mean \(q^2\) of the total is \((1.250+2.43)/2=1.84\) nm\(^{-2}\), about half as much again as for the direct beam. The mean \(q^2\) of a measured leakage current therefore cannot be assumed to be \(\kappa/d\). The numerical output lists the thickness scan and the size of each effect estimated here; its image-force entry uses Simmons' approximate potential, which overstates the lowering of the barrier.

## Values computed for the example and the checks

```
barrier height 2.0 eV, thickness 3.0 nm
mass 0.2 m_e, Fermi energy 5.0 eV
kappa = 3.240 1/nm
k = 5.123 1/nm
kappa d = 9.72
kappa^2/k^2 = 0.40
breadth k^2 d/kappa = 24.3
law kappa/d = 1.080 1/nm^2
law with first correction = 1.258 1/nm^2
mean q^2 by full matching = 1.250 1/nm^2
rms q by full matching = 1.118 1/nm
transverse energy, law = 0.206 eV
transverse energy, full = 0.238 eV
rms-sine angle, law = 11.7 deg
rms-sine angle, full = 12.6 deg
rms-sine angle, incident = 45.0 deg
T at q=0 = 1.18e-08
T(q^2=kappa/d)/T(0) = 0.399
mean q^2, source cut at kappa/d = 0.458 1/nm^2
thickness scan: d, kappa/d, full mean, full/law
  2 nm, 1.6201, 1.9762 1/nm^2, 1.220
  3 nm, 1.0801, 1.2504 1/nm^2, 1.158
  4 nm, 0.8100, 0.9079 1/nm^2, 1.121
  6 nm, 0.5400, 0.5841 1/nm^2, 1.082
  12 nm, 0.2700, 0.2811 1/nm^2, 1.041
  48 nm, 0.0675, 0.0682 1/nm^2, 1.010
neglected effects: mean q^2 (change from full mean)
read 0.1 V, 0.33 MV/cm: 1.239 1/nm^2 (-0.9 %)
write 1.0 V, 3.33 MV/cm: 1.126 1/nm^2 (-10.0 %)
internal field 1.0 MV/cm: 1.250 1/nm^2 (-0.0 %)
image force, permittivity 4: 1.229 1/nm^2 (-1.7 %)
image lowering at mid-barrier = 0.19 eV
two-band dispersion, gap 5.7 eV: 1.068 1/nm^2 (-14.6 %)
electrode mass 1.0 m_e: 1.140 1/nm^2 (-8.8 %)
barrier m_t/m_z = 1.5: 1.880 1/nm^2 (+50.4 %)
temperature 300 K: 1.248 1/nm^2 (-0.2 %)
temperature 358 K: 1.247 1/nm^2 (-0.3 %)
thermionic/tunnel conductance, 358 K = 8.0e-22
via mid-barrier trap: 2.428 1/nm^2 (+94.2 %)
trap width into one electrode = 4.7e-05 eV
trap density equal to direct = 7.7e+08 1/(cm^2 eV)
```
